Cottey's Thin-Film Conductivity from an Exponential Surface Decay Length, part 2

A metal film of thickness d, with its normal along z, carries a current along x. Electrons of charge −e move classically on a spherical Fermi surface with speed v_F, relaxation time τ and bulk mean free path l = v_F τ. Each face reflects specularly with probability p and otherwise scatters diffusely. The problem is to compare two results for the film conductivity σ, relative to the bulk value σ₀. Here dΩ is the element of solid angle of the direction of motion, n_x = v_x/v_F, and

u = |v_z|/v_F, κ = d/l, L = ln(1/p), μ = κ/L, a = κ/u.

For either result,

σ/σ₀ = (3/2)∫₀¹(1 − u²)g(u)du,

where g is the depth-averaged fraction of the bulk response that survives.

Let N be the number of wall collisions on a path of length s. Averaged over starting depths, its mean is x = su/d. With x = j + r, j an integer and 0 ≤ r < 1, the stepwise survival factor is

⟨p^N⟩ = p^j[1 − (1 − p)r].

**Cottey (σ_C).** The stepwise factor is replaced by p^x = e^{−xL}, with normal decay length d/L. Then

1/l_eff(u) = 1/l + uL/d,

g_C = 1/(1 + u/μ),

σ_C/σ₀ = (3/2)μ[μ − 1/2 + (1 − μ²)ln(1 + 1/μ)].

Part (e) found, for large μ,

σ_C/σ₀ = 1 − 3/(8μ) + 1/(5μ²) − R₃, 0 < R₃ < 1/(8μ³),

using the averages

(3/2)∫₀¹(1 − u²)u du = (3/2)(1/2 − 1/4) = 3/8,

(3/2)∫₀¹(1 − u²)u³ du = (3/2)(1/4 − 1/6) = 1/8.

**Fuchs-Sondheimer (σ_F).** Part (f) kept the stepwise factor and found

g_F = 1 − (1 − p)(1 − e^{−a})/[a(1 − p e^{−a})],

or equivalently

1 − g_F = 2/(aS),

S = coth(a/2) + coth(L/2).

### (g) How large is the error?

Find bounds on σ_F − σ_C that hold for every thickness.

**Solution.** Two inequalities for coth are needed. For y > 0, the function y cosh y − sinh y starts at zero and has the derivative y sinh y > 0. It is therefore positive, and

coth y > 1/y.

Next consider

h(y) = (1 + y²/3) sinh y − y cosh y.

It also starts at zero. Its derivative is

h′ = (2y/3) sinh y + (1 + y²/3) cosh y − cosh y − y sinh y
 = (y/3)(y cosh y − sinh y) > 0.

So h is positive, and division by y sinh y gives

coth y < 1/y + y/3.

Replacing y by y/2 yields

2/y < coth(y/2) < 2/y + y/6.

Apply this to both terms of S. With

S₀ = 2/a + 2/L = 2(a + L)/(aL),

the result is

S₀ < S < S₀ + (a + L)/6 = S₀(1 + aL/12).

In the same variables u/μ = L/a, so

g_C = a/(a + L), 1 − g_C = L/(a + L) = 2/(aS₀).

Cottey's replacement thus amounts to replacing S by S₀. Since S > S₀, the true loss 2/(aS) is smaller than Cottey's, and g_F > g_C. The upper bound on S gives

g_F − g_C < [L/(a + L)] [1 − 1/(1 + aL/12)]
 = [L/(a + L)] (aL/12)/(1 + aL/12)
 < aL²/[12(a + L)]
 = (L²/12) g_C.

This holds for each direction, and the angular weight is nowhere negative. Therefore

σ_C < σ_F < (1 + L²/12) σ_C.

The error relative to σ_C is below L²/12 at every thickness. Since σ_C < σ₀, the error relative to the bulk conductivity is also below L²/12.

The sign has a direct reason. As a function of N, p^N is convex, so its average over a spread of N exceeds its value at the mean. Discarding the spread overstates the loss. For the total conductivity the approximation is controlled by p close to 1, and no condition on d/l is needed. The bound does not apply to the surface loss 1 − σ/σ₀ taken by itself, whose relative error is larger, as part (h) shows.

### (h) Where the two results separate

Compare the thick-film, thin-film and nearly diffuse limits.

**Solution.** For κ ≫ 1, a = κ/u is large in every direction and e^{−a} is negligible. Then g_F ≈ 1 − (1 − p)u/κ, and the first average in (e) gives

σ_F/σ₀ ≈ 1 − 3(1 − p)/(8κ).

Cottey's leading correction is −3L/(8κ). A current-carrying electron in a thick film seldom remembers more than one wall collision, and one collision removes the fraction 1 − p of the drift. The exponential charges L instead. Near p = 1,

L = (1 − p) + (1 − p)²/2 + …,

so the two differ first at second order in 1 − p. Relative to the surface loss itself, however, the thick-film error is L/(1 − p) − 1 ≈ (1 − p)/2, first order in 1 − p and about 12% for p = 0.80.

For the thin-film limit hold p fixed and let κ → 0. In most directions a is then small, and coth(a/2) ≈ 2/a. This gives

1 − g_F ≈ 1/[1 + (a/2)coth(L/2)],

g_F ≈ (a/2) coth(L/2) = (κ/2u) coth(L/2).

The integral over 1/u is cut off at u of order κ, where bulk scattering becomes important. To leading logarithmic order,

σ_F/σ₀ ≈ (3/4) κ coth(L/2) ln(1/κ),

σ_C/σ₀ ≈ (3/2) (κ/L) ln(1/κ).

Their ratio tends to (L/2)coth(L/2), which the inequality in (g) places between 1 and 1 + L²/12.

The factor coth(L/2) = (1 + p)/(1 − p) can be found by counting crossings. Without bulk scattering, the mean normal distance to the first wall is d/2. Each specular reflection adds a distance d, and the expected number of such additions is p + p² + … = p/(1 − p). The total is

d/2 + dp/(1 − p) = (d/2)(1 + p)/(1 − p).

The exponential replaces this mean distance by d/L.

For p → 0 at fixed κ the replacement fails. Then L → ∞ and μ → 0, and Cottey's conductivity falls to zero, roughly as ln(L)/L. In the stepwise model an electron still travels freely to its first wall, even if that wall is fully diffuse. The conductivity accordingly tends to the finite value

σ_F/σ₀ = 1 − (3/2κ)∫₀¹(u − u³)(1 − e^{−κ/u})du.

The exponential wrongly begins to remove drift before the first wall has been reached.

### (i) A copper film 20 nm thick

Take an electron density n_e = 8.5 × 10²⁸ m⁻³, a bulk resistivity ρ₀ = 1.7 μΩ cm and p = 0.80. The first two are rough values for copper near room temperature; p describes a smooth film. Find the film resistivity and the error of Cottey's replacement.

**Solution.** For free electrons of mass m,

k_F = (3π²n_e)^{1/3} = 13.60 nm⁻¹,

v_F = ħk_F/m = 1.575 × 10⁶ m/s.

The bulk relation 1/ρ₀ = n_e e²τ/m gives

τ = m/(n_e e²ρ₀) = 24.56 fs,

l = v_Fτ = 38.67 nm.

The surface parameters are

L = ln(1/0.80) = 0.2231,

d/L = 20.0 nm/0.2231 = 89.6 nm,

κ = 20.0/38.67 = 0.517,

μ = 89.63/38.67 = 2.318.

The normal decay length is about four and a half film thicknesses. Inserting μ = 2.3176 in Cottey's formula gives

σ_C/σ₀ = 1.5 × 2.3176 × [1.8176 − 4.3713 × 0.3587] ≈ 0.868,

ρ_C = 1.70/0.868 ≈ 1.96 μΩ cm.

The surfaces raise the resistivity by about 15% above the bulk value. The Fuchs-Sondheimer ratio is 0.871, corresponding to 1.95 μΩ cm. The difference between the conductivities is 0.0030 of σ₀, below the bound L²/12 = 0.0041.

At fixed thickness and bulk mean free path, poorer mirrors increase the error. For p = 0.50 the ratios are 0.697 from Cottey and 0.719 from Fuchs-Sondheimer. For p = 0.20 they are 0.525 and 0.598, and for p = 0.01 they are 0.316 and 0.533. The last pair shows the failure found in (h).

Between 5 and 80 nm, thickness matters much less to the accuracy of the total resistivity. With p held at 0.80, the Cottey and Fuchs-Sondheimer resistivities are 2.624 and 2.613 μΩ cm at 5 nm, and 1.768 and 1.764 μΩ cm at 80 nm. The relative differences, about 0.4% and 0.2%, respect the uniform bound. Measured against the surface excess ρ − ρ₀ alone, the same differences are about 1% at 5 nm, 3% at 20 nm and 6.5% at 80 nm, and they approach 12% in thick films. Further values are in the numerical output below.

### (j) What the model leaves out for this film

Estimate the main neglected effects and decide which of them could change the use of the result.

**Solution.** Grain boundaries come first. Consider planes normal to the current with mean spacing D, each reflecting an electron with probability R and so reversing v_x. If encounters are independent, their number along a path s has a Poisson distribution with mean M = s|n_x|/D. Each encounter multiplies the mean drift by (1 − R) − R = 1 − 2R, so the average factor is

Σ_k e^{−M} M^k (1 − 2R)^k/k! = e^{−2RM}.

This adds 2R|n_x|/D to the inverse path length of each direction:

σ/σ₀ = (3/4π)∫dΩ n_x²/[1 + uLl/d + 2R|n_x|l/D].

For R = 0.20 the film resistivity becomes 2.06 μΩ cm at D = 200 nm and 2.94 μΩ cm at D = 20 nm. Relative to Cottey's 1.96 μΩ cm these are increases of about 5% and 50%. Independent encounters ignore repeated reflection between the same two planes, so the figures indicate size only. The Mayadas-Shatzkes form, which replaces the last term of the denominator by α/|n_x| with α = (l/D)R/(1 − R), gives 2.08 and 3.10 μΩ cm, increases of about 6% and 58%.

Specularity also depends on angle. For random surface heights with a Gaussian distribution of rms value h, the reflected wave has the phase spread 2k_F hu. The squared magnitude of its mean amplitude is

p(u) = exp(−4k_F²h²u²).

If the remainder is fully diffuse, L is replaced by 4k_F²h²u². To compare with constant p, choose h to give the same leading loss in a thick film within the exponential replacement. The averages in (e) then require

4k_F²h²(1/8) = (3/8)L, or k_F²h² = 3L/4.

Here h = 0.030 nm, and the resistivity of the 20 nm film becomes 1.92 μΩ cm, about 2% below Cottey's value. The loss q = uL/κ of constant p has become q = 3Lu³/κ, with the same mean but smaller near grazing incidence and larger for steep motion. This wider spread raises the average of the convex function 1/(1 + q), and with it the conductivity.

Three other estimates are smaller or simpler:

- **Discrete normal motion.** Here k_F d/π = 86.6, and 86 subbands are occupied. Summing over them at fixed electron density and relaxation time gives 1.963 instead of 1.959 μΩ cm. This does not describe quantum scattering at a rough wall.
- **Band anisotropy.** Changing the normal Fermi velocity by −10% or +10% at fixed σ₀ and τ gives 1.93 or 1.98 μΩ cm. It tests one simple distortion, not the full Fermi surface of copper.
- **Thermal and field effects.** At 300 K, kT/E_F is 0.0037. At 1 MA/cm² the drift velocity is 0.73 m/s, a fraction 4.7 × 10⁻⁷ of v_F.

Operating temperature matters more. With a rough rise of 0.4% per kelvin above 300 K, where ρ₀ is taken to apply, the bulk resistivity at 375 K is 2.21 μΩ cm. At fixed d and p the film value is 2.47 μΩ cm. The excess over the bulk remains near 0.26 μΩ cm (0.259 at 300 K, 0.263 at 375 K). Its leading part 3ρ₀lL/(8d) = 0.275 μΩ cm contains the product ρ₀l, which does not depend on τ; only the small higher-order reduction changes with temperature.

Set beside real interconnects, the thickness and bulk resistivity are in a relevant range, but p = 0.80 is optimistic. In the Gaussian model with a fully diffuse remainder, the matched roughness is far below the height of one atomic step, roughly 0.2 nm. This suggests that such specularity needs a very smooth surface. Narrow copper lines also have side walls, barrier layers and grains often comparable with their width. The assumption most likely to fail is therefore that of a grain-free film with highly specular faces. In the estimates above, 20 nm grains alone move the resistivity by 50 to 60%, whereas Cottey's replacement moves it by about 0.3%. For a smooth film with few grain boundaries and p near 1, the replacement is adequate for the total resistivity, though it overstates the surface excess of a thick film by about (1 − p)/2; for nearly diffuse faces, the stepwise average of (f) should be used.

Table of computed values

```
electron density 8.50e+28 m^-3
bulk resistivity 1.70 microohm cm
thickness d 20.0 nm, specularity p 0.80
Fermi wavenumber 13.602 nm^-1
Fermi velocity 1.5747e+06 m/s, Fermi energy 7.049 eV
relaxation time 24.56 fs
bulk mean free path 38.67 nm
ln(1/p) 0.22314
normal decay length d/ln(1/p) 89.63 nm
kappa 0.5172, mu 2.3176
Cottey sigma/sigma0 0.86766
FS sigma/sigma0 0.87066
difference 0.003008, bound 0.004149
Cottey film resistivity 1.9593 microohm cm
FS film resistivity 1.9525 microohm cm
scan of p at d = 20 nm: p, Cottey, FS (sigma/sigma0), bound
  0.95 0.96466 0.96484 0.00022
  0.80 0.86766 0.87066 0.00415
  0.50 0.69730 0.71868 0.04004
  0.20 0.52502 0.59827 0.21586
  0.01 0.31608 0.53310 1.76730
scan of d at p = 0.8: d in nm, Cottey, FS (microohm cm)
  5 2.6236 2.6134
  10 2.1953 2.1871
  20 1.9593 1.9525
  40 1.8333 1.8277
  80 1.7676 1.7635
neglected effects (grain reflection 0.20):
  grain spacing 200 nm: film resistivity 2.0606 microohm cm
  grain spacing 20 nm: film resistivity 2.9439 microohm cm
  matched roughness height 0.0301 nm
  angle-dependent p: film resistivity 1.9163 microohm cm
  subbands, about k_F d/pi = 86.6
  discrete subbands: film resistivity 1.9626 microohm cm
  normal Fermi velocity x 0.9: film resistivity 1.9346 microohm cm
  normal Fermi velocity x 1.1: film resistivity 1.9838 microohm cm
  bulk resistivity rise 0.004 per K (rough input)
  375 K: bulk 2.210, film 2.4725 microohm cm
  kT/E_F at 300 K 0.00367
  drift velocity at 1 MA/cm2 0.734 m/s, over v_F 4.66e-07
```
